# Radial dipole integrals between hydrogen shells: downward recursion and its rounding error

## Dipole integrals between high shells of hydrogen: downward recursion and its error

A calculation of level populations or lifetimes of hydrogen up to $n=1000$ needs the radial dipole integral for every allowed pair of levels. One must choose between Gordon's closed formula, a recursion upward in $l$, and a recursion downward from the nodeless state, and decide whether double precision is enough. It is enough for the downward recursion, whose relative error is bounded by a multiple of the number of steps. The other two methods can lose every digit, by factors that are computed below.

### Conventions and ladder operators

Atomic units are used, with $Z=1$ and an infinitely heavy nucleus until rates are computed. With $D=d/dr$, the function $P_{nl}=rR_{nl}$ obeys $H_lP_{nl}=-P_{nl}/2n^2$, $2H_l=-D^2+l(l+1)/r^2-2/r$. It is normalised and positive near $r=0$. For shells $n>m$, $\Delta=n-m$,

$$X_l=\int P_{nl}\,r\,P_{m,l-1}\,dr,\qquad Y_l=\int P_{n,l-1}\,r\,P_{ml}\,dr,$$

$$a_l=\frac{\sqrt{n^2-l^2}}{nl},\qquad b_l=\frac{\sqrt{m^2-l^2}}{ml}.$$

$X_l$ exists for $1\le l\le m$ and $Y_l$ for $1\le l\le m-1$.

Let $W=l/r-1/l$ and $L^\pm_l=W\mp D$; these are adjoint to each other, since boundary terms vanish with $P(0)=0$. From $DW=WD+W'$, $W^2=l^2/r^2-2/r+1/l^2$ and $W'=-l/r^2$,

$$L^-L^+=W^2+W'-D^2=2H_{l-1}+l^{-2},\qquad L^+L^-=W^2-W'-D^2=2H_l+l^{-2}.$$

Then $(2H_{l-1}+l^{-2})L^-P_{nl}=L^-(L^+L^-P_{nl})=a_l^2L^-P_{nl}$, because $l^{-2}-n^{-2}=a_l^2$. So $L^-P_{nl}$ is a multiple of $P_{n,l-1}$, with squared norm $\langle P|L^+L^-P\rangle=a_l^2$. Near the origin $L^-r^{l+1}\to(2l+1)r^l>0$, which fixes the sign. Applying $L^+$ to the result gives the partner:

$$L^-_lP_{nl}=a_lP_{n,l-1},\qquad L^+_lP_{n,l-1}=a_lP_{nl}.\tag{1}$$

At $l=n$ the norm of $L^+_nP_{n,n-1}$ is $a_n=0$, so the second relation holds with zero on the right.

Inserting $P=e^{-r/n}\sum_jc_jr^{l+1+j}$ in the radial equation gives $j(2l+1+j)c_j=(2/n)(l+j-n)c_{j-1}$. This is the term ratio of $F(\alpha;\gamma;x)=\sum_j(\alpha)_jx^j/[(\gamma)_jj!]$, so $P_{nl}=N_{nl}r^{l+1}e^{-r/n}F(-n+l+1;2l+2;2r/n)$. The leading power of (1) gives $(2l+1)N_{nl}=a_lN_{n,l-1}$, and the nodeless state has $N_{n,n-1}^{-2}=(2n)!\,(n/2)^{2n+1}$. The expression

$$N_{nl}=\frac{(2/n)^{l+1}}{n\,(2l+1)!}\sqrt{\frac{(n+l)!}{(n-l-1)!}}\tag{2}$$

meets both: $N_{nl}^2/N_{n,l-1}^2=(4/n^2)(n+l)(n-l)/[(2l)(2l+1)]^2=a_l^2/(2l+1)^2$, and at $l=n-1$ its square is $(2/n)^{2n}/[n^2(2n-1)!]=(2/n)^{2n+1}/(2n)!$.

### The recursion

For fixed $l$ define $\Omega=\int P_{nl}P_{ml}$, $T=\int P_{nl}rP_{ml}$, $U=\int P_{nl}'rP_{ml}$ and $V=\int P_{nl}rP_{ml}'$. Integration by parts gives $U+V=-\Omega$. Each dipole integral that touches this $l$ is written with (1):

$$a_{l+1}X_{l+1}=\int(L^+_{l+1}P_{nl})\,rP_{ml}=(l+1)\Omega-\tfrac{T}{l+1}-U,$$
$$b_{l+1}Y_{l+1}=(l+1)\Omega-\tfrac{T}{l+1}-V,$$
$$a_lY_l=\int(L^-_lP_{nl})\,rP_{ml}=l\Omega-\tfrac Tl+U,\qquad b_lX_l=l\Omega-\tfrac Tl+V.$$

For $n\ne m$ orthogonality gives $\Omega=0$ and $V=-U$. With $\xi=a_{l+1}X_{l+1}$ and $\eta=b_{l+1}Y_{l+1}$, the first two lines give $T=-(l+1)(\xi+\eta)/2$ and $U=(\eta-\xi)/2$. Then $2l\,b_lX_l=(l+1)(\xi+\eta)-l(\eta-\xi)$, and $2l\,a_lY_l$ has the opposite sign in the last term:

$$2l\,b_lX_l=(2l+1)\xi+\eta,\qquad 2l\,a_lY_l=\xi+(2l+1)\eta.\tag{3}$$

At $l=m-1$, $\eta=0$ because $L^+_mP_{m,m-1}=0$, so the single number $X_m$ starts the recursion. All coefficients are positive, so every integral has the sign of $X_m$.

Equation (3) is false within one shell. There $\Omega=1$, $U=V=-\frac12$, $X=Y$, and eliminating $T$ gives $l\,a_lX_l=(l+1)a_{l+1}X_{l+1}-\frac32(2l+1)$. Summing down from $a_n=0$ with $\sum_{j=l}^{n-1}(2j+1)=n^2-l^2$ gives $X_l=-\frac32n\sqrt{n^2-l^2}$.

### The starting value

Termwise integration, with $\Gamma(\gamma+j)=\Gamma(\gamma)(\gamma)_j$ and $(-k)_j/j!=(-1)^j\binom kj$, gives

$$\int_0^\infty r^{\gamma-1}e^{-\lambda r}F(-k;\gamma;cr)\,dr=\Gamma(\gamma)\lambda^{-\gamma-k}(\lambda-c)^k .$$

$X_m$ contains $r^{m+1}\cdot r\cdot r^m=r^{\gamma}$ with $\gamma=2m+2$, one power more, so the result is $-d/d\lambda$ of the right side, $\Gamma(\gamma)\lambda^{-\gamma-k-1}(\lambda-c)^{k-1}[\gamma(\lambda-c)-kc]$. Here $k=n-m-1$, $c=2/n$, $\lambda=(n+m)/nm$ and $\lambda-c=(n-m)/nm$. The bracket is $(2/nm)[(m+1)(n-m)-m(n-m-1)]=2/m$. By (2), $(2m+1)!\,N_{nm}N_{m,m-1}(2/m)=2^{2m+2}(nm)^{-m-2}$ times the root below, and the powers of $\lambda$ and $\lambda-c$ supply $(nm)^{2m+4}$:

$$X_m=\frac{(4nm)^{m+2}}{4}\sqrt{\frac{(n+m)!}{(n-m-1)!\,(2m-1)!}}\;\frac{(n-m)^{n-m-2}}{(n+m)^{n+m+2}}>0.\tag{4}$$

All $X_l$ and $Y_l$ are therefore positive in this sign convention.

### Rounding error of the downward recursion

Each floating-point operation is assumed to return the exact result times $1+\delta$, $|\delta|\le u=2^{-53}=1.1102\times10^{-16}$, barring overflow and underflow. Errors are relative to the integral itself and first order in $u$.

The factors in (4) overflow separately, but $X_m^2$ is a ratio of integers. One correctly rounded division of long integers costs $u$; the root halves this and adds $u$, so the start is good to $2u$. Evaluating $\ln X_m$ with log-gamma functions subtracts large logarithms; at $n=1000$ the worst relative error over all $m$ is $4.5\times10^{-12}$. Since (3) is linear, this error multiplies all integrals of the pair by one factor and is not amplified. The smallest start for $n\le1000$ is $1.163\times10^{-61}$ bohr, at $n=1000$, $m=671$, far from underflow. Its square first falls below the normal range of a double at $n=2463$, where the $2u$ bound on the start fails; from there on one starts from 1, keeps the scale as a separate exponent, and rescales by a power of two whenever the growing values approach overflow.

Let the inputs of a step have relative errors at most $\epsilon$. The coefficient $a=\sqrt{(n-l)(n+l)}/(nl)$ has exact integer arguments and costs $2u$. The product $\xi$ adds $u$, the factor $2l+1$ adds $u$. A sum of positive numbers has a relative error no larger than that of its worst term, plus $u$. The divisor $2l\,b_l$ costs $3u$ and the division $u$. The step returns at most $\epsilon+9u$, hence

$$|\delta X_l|/X_l,\;|\delta Y_l|/Y_l\le[2+9(m-l)]\,u.\tag{5}$$

This is a bound. For $1000\to999$ it is $9.97\times10^{-13}$, and the largest error found is $3.67\times10^{-15}$. A conjecture for the gap is that the roundings have random signs and add roughly as the square root of their number.

### Why the direction matters

The sum of the equations (3) is $l(b_lX_l+a_lY_l)=(l+1)(\xi+\eta)$ and their difference is $b_lX_l-a_lY_l=\xi-\eta$. Solving,

$$\xi=\frac{(2l+1)b_lX_l-a_lY_l}{2l+2},\qquad\eta=\frac{(2l+1)a_lY_l-b_lX_l}{2l+2},$$

which is the upward recursion, and it subtracts. Take a second solution $(\tilde X,\tilde Y)$ and $w_l=X_l\tilde Y_l-Y_l\tilde X_l$. The matrix in (3) has determinant $(2l+1)^2-1=4l(l+1)$, so $4l^2a_lb_lw_l=4l(l+1)a_{l+1}b_{l+1}w_{l+1}$: the quantity $l\,a_lb_lw_l$ does not depend on $l$. If the second solution is an error $(\delta X,\delta Y)$, then $w_l=X_lY_l\,\sigma_l$ with the split $\sigma_l=\delta Y_l/Y_l-\delta X_l/X_l$, and exactly

$$\sigma_l=G_l\,\sigma_1,\qquad G_l=\frac{a_1b_1X_1Y_1}{l\,a_lb_lX_lY_l}.\tag{6}$$

Multiplying the equations (3) and using $\xi^2+\eta^2\ge2\xi\eta$,

$$4l^2a_lb_lX_lY_l=(2l+1)(\xi^2+\eta^2)+[(2l+1)^2+1]\xi\eta\ge(2l+2)^2\xi\eta,$$

so $G_{l+1}\ge G_l\,(l+1)/l$. A split always grows upward and shrinks downward, while an error proportional to the solution is carried unchanged. A rounding made at step $j$ is amplified by $G_l/G_j$, so $uG_l$ is an order-of-magnitude estimate of the upward error and not a bound; the actual error depends on the signs of the roundings and on the order of the operations; it can be a few times larger, or smaller by one to two decades and occasionally more. By (6), $G$ grows both through the fall of $l\,a_lb_l$ and through the fall of $X_lY_l$. For $\Delta=1$ the first factor supplies most of it; for larger $\Delta$ the nearly circular states are weakly coupled and $X_lY_l$ falls steeply: at $n=1000$, $l=m-1$, the second factor supplies 10 of 15.5 decades at $m=995$ and 112 of 116 at $m=500$. For the smallest $m$ there are few steps, $G$ is small, and the two factors are comparable (0.8 decades each at $m=5$). The wanted solution is singled out by $\eta=0$ at $l=m-1$, which the downward recursion imposes exactly and the upward recursion must reach by cancellation.

### Gordon's formula

First the power of $r$ is lowered. Since $[-\frac12D^2,r]=-D$ and the centrifugal terms differ by $l/r^2$, $H_lr-rH_{l-1}=l/r-D=L^+_l+1/l$. Between $P_{nl}$ and $P_{m,l-1}$ the term $L^+_l$ gives $b_l\int P_{nl}P_{ml}=0$, so

$$\omega_0X_l=\frac1l\int P_{nl}P_{m,l-1}\,dr,\qquad\omega_0=\frac{n^2-m^2}{2n^2m^2}.\tag{7}$$

Three properties of $\Phi_p(x)=F(-p;\gamma;x)$ are needed. The generating function is $g=\sum_p(\gamma)_p\Phi_pt^p/p!=(1-t)^{-\gamma}e^{-xt/(1-t)}$: the coefficient of $x^j$ on the left is $[(-t)^j/j!]\sum_i(\gamma+j)_it^i/i!=(-t)^j(1-t)^{-\gamma-j}/j!$. Differentiating, $(1-t)^2\partial_tg=[\gamma(1-t)-x]g$, and the coefficient of $t^s$, divided by $(\gamma)_s/s!$, is

$$x\Phi_s=(2s+\gamma)\Phi_s-(\gamma+s)\Phi_{s+1}-s\Phi_{s-1}.\tag{8}$$

Finally $(\alpha+1)_j-(\alpha)_j=j(\alpha+1)_{j-1}$ gives $F(\alpha+1;\gamma)-F(\alpha;\gamma)=(x/\gamma)F(\alpha+1;\gamma+1)$, and two applications give

$$\frac{x^2F(-p;\gamma+2;x)}{\gamma(\gamma+1)}=\Phi_p-2\Phi_{p+1}+\Phi_{p+2}.\tag{9}$$

Let $K_p=\int e^{-\lambda r}r^{\gamma-1}\Phi_p(kr)\Phi_q(k'r)\,dr$ at fixed $q$. The integral of two generating functions, in $t$ and $v$, is $\Gamma(\gamma)[\lambda(1-t)(1-v)+kt(1-v)+k'v(1-t)]^{-\gamma}$. The bracket equals $\lambda[(1-At)(1-Bv)-Ctv]$ with $A=1-k/\lambda$, $B=1-k'/\lambda$, $C=kk'/\lambda^2$, as the coefficients of $t$, $v$ and $tv$ confirm. The binomial series turns its power into $\lambda^{-\gamma}\sum_j[(\gamma)_j/j!](Ctv)^j[(1-At)(1-Bv)]^{-\gamma-j}$. Taking the coefficient of $t^pv^q$, dividing by $(\gamma)_p(\gamma)_q/p!\,q!$, and using $(\gamma+j)_{p-j}/(\gamma)_p=1/(\gamma)_j$ and $p!/(p-j)!=(-1)^j(-p)_j$,

$$K_p=\Gamma(\gamma)\lambda^{-\gamma}A^pB^q\,{}_2F_1(-p,-q;\gamma;C/AB).$$

Now set $\gamma=2l$, $p=n-l-1$, $q=m-l$, $k=2/n$, $k'=2/m$, $\lambda=(n+m)/nm$. Then $A=\rho=(n-m)/(n+m)$, $B=-\rho$ and $z=C/AB=-4nm/\Delta^2$. The overlap in (7) has $r^{2l+1}=r^{2l-1}n^2x^2/4$, so by (9) it is $N_{nl}N_{m,l-1}(n^2/4)\,2l(2l+1)(K_p-2K_{p+1}+K_{p+2})$. The function $r^le^{-r/n}\Phi_{p+1}$ is a multiple of $P_{n,l-1}$, orthogonal to $P_{m,l-1}$, so the left side of (8) with $s=n-l$ integrates to zero: $2nK_{p+1}=(n+l)K_{p+2}+(n-l)K_p$. The second difference becomes $(l/n)(K_p-K_{p+2})$, and

$$X_l=N_{nl}N_{m,l-1}(2l+1)!\,\frac{n^3m^2}{2(n^2-m^2)}\,\lambda^{-2l}\rho^{p}(-\rho)^q\{F_1-\rho^2F_2\},$$

with $F_1={}_2F_1(-p,-q;2l;z)$ and $F_2={}_2F_1(-p-2,-q;2l;z)$. With (2), the powers of 2 collect to $4^l$, those of $n$ to $-l-2+3+2l=l+1$, those of $m$ to $-l-1+2+2l=l+1$, those of $n-m$ to $p+q-1$, and those of $n+m$ to $-1-2l-p-q=-(n+m)$:

$$X_l=\frac{(-1)^{m-l}(4nm)^{l+1}}{4(2l-1)!}\sqrt{\frac{(n+l)!\,(m+l-1)!}{(n-l-1)!\,(m-l)!}}\,\frac{(n-m)^{n+m-2l-2}}{(n+m)^{n+m}}\{F_1-\rho^2F_2\}.\tag{10}$$

Only $n\neq m$ was used, so $Y_l$ follows by exchanging $n$ and $m$. At $l=m$ the braces are $1-\rho^2=4nm/(n+m)^2$ and (4) is recovered.

### Cancellation in Gordon's formula

The terms $\tau_j$ of $F_1$ and $\tau_j'$ of $F_2$ alternate, because $(-p)_j(-q)_j>0$ and $z<0$. Define

$$\kappa=\frac{\sum|\tau_j|+\rho^2\sum|\tau'_j|}{|F_1-\rho^2F_2|}.$$

This measures the summation; the integral depends on exact integers only. The term ratio is a quotient of integers below $2^{53}$, so each term adds two roundings and $\tau_j$ carries at most $2ju$. Recursive summation up to the top index $j_0$ adds $j_0u\sum|\tau|$, and $\rho^2$, its product and the subtraction add three more. The relative error of the braces is at most $(3j_0+4)u\kappa$.

For $X_l$ the top index is $q$. Counting down from it with $j=q-i+1$,

$$\frac{\tau_{j-1}}{\tau_j}=\frac{j(2l+j-1)}{(p-j+1)(q-j+1)\,z}\approx-\frac{(x/2)^2}{i\,(\Delta-1+i)},\qquad x=\Delta\sqrt{1-l^2/n^2},$$

since $p-q=\Delta-1$, $j(2l+j-1)\approx(n-l)(n+l)$ and $z\approx-4n^2/\Delta^2$. About $\Delta$ such factors matter, each with a relative correction of order $\Delta/(n-l)$, so the limit below holds for $\Delta^2\ll n-l$. This is the term ratio of the Bessel series $J_\nu(x)=\sum_i(-1)^i(x/2)^{\nu+2i}/[i!(\nu+i)!]$, so $F_1\approx\tau_q(\Delta-1)!(2/x)^{\Delta-1}J_{\Delta-1}$. Likewise $F_2\approx\tau'_q(\Delta+1)!(2/x)^{\Delta+1}J_{\Delta+1}$, with $\tau'_q/\tau_q=(p+2)(p+1)/[\Delta(\Delta+1)]$. The relative weight of $J_{\Delta+1}$ is $\rho^2(n-l)^2\,4/x^2\approx(n-l)/(n+l)=w$. Dropping the signs turns $J$ into $I$:

$$\kappa\approx\frac{I_{\Delta-1}(x)+wI_{\Delta+1}(x)}{J_{\Delta-1}(x)-wJ_{\Delta+1}(x)}.\tag{11}$$

For $\Delta=5$, $n=1000$ the exact $\kappa$ is 22.368 against 22.649 at $l=1$, and 7.403 against 7.525 at $l=500$. At $l=1$ the deviation relative to the value of (11) is 0.049, 0.025 and 0.012 for $n=250$, 500 and 1000, halving as $n$ doubles. In this regime $\kappa$ depends on $\Delta$ and $l/n$ only: a large $n$ alone does not make the formula ill-conditioned.

For $l\ll n$, $w=1$ and $x=\Delta$, and termwise differentiation of the series shows that (11) is $I'_\Delta(\Delta)/J'_\Delta(\Delta)$. The largest term of $I_\Delta(\Delta)$ has $i=y\Delta$ with $y(1+y)=\frac14$, so $1+2y=\sqrt2$. Stirling's formula gives for its logarithm per unit $\Delta$

$$-(1+2y)\ln2-y\ln[y(1+y)]-\ln(1+y)+1+2y=\sqrt2-\ln(1+\sqrt2)=0.5328 .$$

The denominator $J'_\Delta(\Delta)=\pi^{-1}\int_0^\pi\sin\theta\,\sin[\Delta(\theta-\sin\theta)]\,d\theta$ has the phase $\Delta\theta^3/6$ near $\theta=0$ and falls only as $\Delta^{-2/3}$. The loss is 0.2314 decimal digits per unit of $\Delta$; the Bessel ratio between orders 400 and 401 gives a slope of 0.5333. With $\log_{10}u=-15.95$ this suggests total loss near $\Delta\approx15.95/0.2314\approx69$. The exact $\kappa$ at $n=1000$, $l=1$ passes $1/u$ at $\Delta=73$, where $\Delta^2\ll n$ no longer holds.

### From integrals to rates

In the electric-dipole approximation an atom couples to a vacuum mode in a volume $\mathcal V$ through $\mathbf r\cdot\boldsymbol\epsilon\sqrt{2\pi\omega/\mathcal V}$. The golden rule with mode density $\mathcal V\omega^2\alpha^3/(2\pi)^3$ per solid angle ($c=1/\alpha$) gives $(\alpha^3\omega^3/2\pi)\int d\Omega_{\mathbf k}\sum_\epsilon|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2$. The polarisation sum removes the component along $\mathbf k$, on average one third, so the integral is $(8\pi/3)|\mathbf r_{fi}|^2$ and the rate is $\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2$. Let $s_l$ be the sum of $|\langle lM|\hat{\mathbf r}|l-1,M'\rangle|^2$ over $M$ and $M'$. The unit vector has rank one and odd parity, so it couples $l$ to $l\pm1$ only, and $\hat{\mathbf r}^2=1$ gives $s_{l+1}+s_l=2l+1$ with $s_0=0$, hence $s_l=l$. Summing over all states of both shells and dividing by the $n^2$ orbital states of the upper one,

$$A_{n\to m}=\frac{4\alpha^3\omega^3S}{3\mu^2n^2},\qquad S=\sum_ll\,(X_l^2+Y_l^2),\qquad\omega=\mu\,\omega_0.\tag{12}$$

The reduced mass $\mu$ scales lengths by $1/\mu$ and energies by $\mu$; the dipole of the neutral atom is the relative coordinate. The average assumes equal population of all states of the shell. $S$ is a sum of positive terms, so no cancellation arises: squaring doubles the bound (5), and the products and the sum over $l$ add roundings of order $m\,u$.

### Worked example

The system is hydrogen without relativity or spin, with $\mu=0.999455679$, $\alpha=7.29735\times10^{-3}$ and the time unit $2.418884\times10^{-17}$ s. The neglected relativistic terms are of relative order $\alpha^2\approx5\times10^{-5}$, so rates are given to four figures. Integrals are in bohr.

For $3\to2$, (4) gives $X_2=\frac14\,24^4\sqrt{5!/3!}\,/5^7=4.747992$. With $a_1=0.942809$, $a_2=0.372678$, $b_1=0.866025$ and $\eta=0$,

$$X_1=\frac{3\times0.372678\times4.747992}{2\times0.866025}=3.064815,$$
$$Y_1=\frac{0.372678\times4.747992}{2\times0.942809}=0.938404 .$$

Then $S=3.064815^2+0.938404^2+2\times4.747992^2=55.3605$ bohr², and with $\omega=0.06940664$ hartree, (12) gives $A=4.410\times10^7$ s⁻¹.

For $n=1000$ the table gives $X_1$, the largest relative error of the downward recursion over all $l$, and the decimal logarithms of $G_{m-1}$, of $\kappa$ for $X_1$, and of the numerator $\Sigma$ of that $\kappa$.

| $m$ | $X_1$ | error | $\log G$ | $\log\kappa$ | $\log\Sigma$ |
|---|---|---|---|---|---|
| 999 | 325261.84 | 3.7e−15 | 8.02 | 0.33 | 6585.6 |
| 990 | 8373.0437 | 8.1e−15 | 23.13 | 2.53 | 4566.6 |
| 900 | 170.40759 | 5.7e−15 | 91.39 | 21.36 | 2442.7 |
| 500 | 5.9612412 | 3.8e−15 | 116.45 | 60.79 | 770.2 |
| 100 | 0.20088306 | 1.3e−15 | 28.41 | 23.81 | 114.7 |

The downward error stays below $10^{-14}$ in these five pairs, including $m=500$, where the recursion climbs from $X_{500}=2.87\times10^{-55}$ to $X_1=5.96$.

The upward recursion, started from correctly rounded $X_1$ and $Y_1$, follows (6). For $m=999$ the estimate $\log_{10}(uG)=8.02-15.95=-7.93$ compares with a measured split of $10^{-7.59}$, a value that moves by about a decade when the products in the step are evaluated in another order. It lies almost entirely in $Y_{998}$, which keeps about half its digits; the much larger $X_{998}$ is hardly affected. For $m=500$ the split first exceeds 1 at $l=286$, and $uG_l$ at $l=291$; for $m=900$ these values are 638 and 631, and for $m=100$ both are 87.

Gordon's braces were summed with a 53-bit mantissa and an unlimited exponent, which separates cancellation from overflow. For $m=999$ and 990 the relative errors of $X_1$ are $10^{-14.41}$ and $10^{-14.13}$. The only fault there is range: $\Sigma$ is thousands of decades beyond a double, and scaled terms cure it. For $m=900$, 500 and 100 the errors are $10^{4.59}$, $10^{43.62}$ and $10^{6.76}$, so no digit is correct; at $m=100$ the sums stay within the range of a double and give no warning. Over 37 cases with large $\kappa$ the median error is $0.06\,u\kappa$, so $u\kappa$ tends to overstate it, while at $m=999$ the error exceeds $u\kappa=10^{-15.62}$ by a factor $10^{1.21}\approx16$, so $u\kappa$ alone is not a bound. Used in floating point, (10) needs about $\log_{10}\kappa$ guard digits, 61 for $X_1$ at $m=500$.

The table also shows that $\kappa$ is not monotonic in $\Delta$. At $\Delta=100$ the value 21.36 lies below the extrapolation $0.2314\times100\approx23$, and at $\Delta=900$ it has dropped from 60.79 to 23.81. The exponential law belongs to the regime of (11). A return to much smaller values is forced at the far end: the sums have $m-l+1$ terms, and for $m=1$ they reduce to $\kappa=(1+\rho^2)/(1-\rho^2)$, about $n/2$. The position of the maximum is not derived here.

For $1000\to999$, $\omega=1.000957\times10^{-9}$ hartree, or 6.586 MHz, and $S=2.853045\times10^{17}$ bohr², so

$$A=\frac{4\,(7.29735\times10^{-3})^3(1.000957\times10^{-9})^3(2.853045\times10^{17})}{3\,(0.9994557)^2\,(1000)^2\,(2.418884\times10^{-17}\,\mathrm s)}=6.135\times10^{-6}\ \mathrm s^{-1}.$$

The circular state gives a classical limit. Its decay to $(999,998)$ uses $X_{999}=9.985002\times10^5$ with the angular factor $999/1999$ and has the rate $1.071\times10^{-5}$ s⁻¹. A charge on a circle of radius $n^2/\mu$ has acceleration $\mu/n^4$ and frequency $\mu/n^3$, and the Larmor power $\frac23\alpha^3(\mu/n^4)^2$ divided by the quantum gives $1.070\times10^{-5}$ s⁻¹. The two differ by 0.1%, of the order of $1/n$.

All 999 lower shells, about $n^2/2$ steps of (3), give a total rate of $1.610\times10^{-4}$ s⁻¹ and a lifetime of $6.21\times10^3$ s, or 1.725 h. This is spontaneous emission in vacuum from a statistically filled shell; thermal radiation and collisions are not included. States of different $l$ decay at different rates, so without a process that keeps the $l$ populations statistical the inverse of this time is only the initial decay rate: the short-lived states of low $l$ empty first, and the rest decays more slowly.

The numerical check below tests (1) to (4), (7), (10) and the reduction to $K_p-K_{p+2}$ against exact rational integration for $n\le8$, and compares the recursion at $n=1000$ with (10) in exact integers and with direct quadrature at four pairs $(m,l)$, where the worst deviation is $8.2\times10^{-13}$ relative to the integral of the absolute value of the same integrand.

## Computed values

```
unit roundoff u = 1.1102e-16; lengths in bohr
quadrature n=1000: worst deviation / int|P r P'| = 8.2e-13
smallest start for n<=1000: 1.163e-61 bohr at n=1000, m=671
squared start first underflows (n in steps of 100) at n = 2500
log-gamma start, n=1000: worst relative error = 4.5e-12
--- n=1000, m=999: X_m=9.985002e+05 Y_(m-1)=3.534649e+02 bohr
 X_1=3.2526184234e+05 Y_1=3.2438218141e+05 bohr, S=2.85304523e+17 bohr^2
 downward: max error 3.67e-15, bound 9.97e-13
 upward: log10 G_(m-1)=8.02, log10 error there=-7.59
 upward: first l with error>1: None, with uG>1: None
 Gordon X_1: log10 kappa=0.33, log10 error=-14.41, log10 sum|t|=6585.6
--- n=1000, m=990: X_m=2.259615e-04 Y_(m-1)=1.088384e-07 bohr
 X_1=8.3730436675e+03 Y_1=8.3317552268e+03 bohr, S=3.39693706e+13 bohr^2
 downward: max error 8.10e-15, bound 9.88e-13
 upward: log10 G_(m-1)=23.13, log10 error there=7.25
 upward: first l with error>1: 972, with uG>1: 973
 Gordon X_1: log10 kappa=2.53, log10 error=-14.13, log10 sum|t|=4566.6
--- n=1000, m=900: X_m=9.951604e-41 Y_(m-1)=5.502679e-44 bohr
 X_1=1.7040759385e+02 Y_1=1.6858256511e+02 bohr, S=2.63749995e+09 bohr^2
 downward: max error 5.68e-15, bound 8.99e-13
 upward: log10 G_(m-1)=91.39, log10 error there=74.91
 upward: first l with error>1: 638, with uG>1: 631
 Gordon X_1: log10 kappa=21.36, log10 error=4.59, log10 sum|t|=2442.7
--- n=1000, m=500: X_m=2.871509e-55 Y_(m-1)=2.869599e-58 bohr
 X_1=5.9612411713e+00 Y_1=5.8138873627e+00 bohr, S=5.78403235e+05 bohr^2
 downward: max error 3.82e-15, bound 4.99e-13
 upward: log10 G_(m-1)=116.45, log10 error there=101.17
 upward: first l with error>1: 286, with uG>1: 291
 Gordon X_1: log10 kappa=60.79, log10 error=43.62, log10 sum|t|=770.2
--- n=1000, m=100: X_m=1.703997e-13 Y_(m-1)=8.519128e-16 bohr
 X_1=2.0088305800e-01 Y_1=1.8532839787e-01 bohr, S=6.07149721e+01 bohr^2
 downward: max error 1.29e-15, bound 9.91e-14
 upward: log10 G_(m-1)=28.41, log10 error there=12.26
 upward: first l with error>1: 87, with uG>1: 87
 Gordon X_1: log10 kappa=23.81, log10 error=6.76, log10 sum|t|=114.7
Gordon 53-bit: median error/(u kappa) = 0.06 over 37 cases
Delta=5, n=1000, l=1: kappa=22.368, Bessel 22.649; deviation n=250,500,1000: 0.049 0.025 0.012
Delta=5, n=1000, l=500: kappa=7.403, Bessel 7.525; deviation n=250,500,1000: 0.064 0.032 0.016
d ln kappa/d Delta: Bessel 0.5333, limit 0.5328 = 0.2314 digits
n=1000, l=1: u*kappa first exceeds 1 at Delta = 73
alpha=7.2973525643e-03, time unit=2.418884327e-17 s, mu=0.999455679 m_e
3->2: a_1=0.942809 a_2=0.372678 b_1=0.866025 1/bohr
3->2: X_2=4.747992 X_1=3.064815 Y_1=0.938404 bohr, S=55.36054 bohr^2
3->2: omega=0.06940664 hartree, A=4.41015e+07 1/s
1000->999: omega=1.000957e-09 hartree = 6.58598 MHz
1000->999: shell-averaged A=6.13546e-06 1/s
circular state n=1000: A=1.07149e-05 1/s, Larmor 1.07042e-05 1/s
shell n=1000: total A=1.61029e-04 1/s, lifetime=6.2101e+03 s = 1.725 h
```
